# Moving-boundary oxidation and the error of the quasi-steady parabolic law

## The physical question

A hot wafer sits in an oxidizing gas. Oxidant dissolves in the outer surface of the oxide, diffuses inward and reacts at the interface with the substrate. Each molecule that reacts makes the oxide a little thicker, and so lengthens the path of those that follow.

The usual calculation treats the diffusion as steady at each instant, although the interface is moving. If the interface reaction is very fast, it gives a thickness proportional to the square root of time. But a growing film must also be filled with dissolved oxidant, and a steady flux leaves nothing behind to fill it. How large is the resulting error? When the interface reaction is very fast, the moving-boundary problem can be solved exactly and the error found.

## Model and conventions

Let $C(x,t)$ be the number of dissolved oxidant molecules per unit volume, $D$ their constant diffusivity, and $X(t)$ the oxide thickness. Let $N$ be the number of oxidant molecules built into unit volume of oxide. It is neither the mass density nor the density of dissolved molecules. The small parameter is

$$
\varepsilon=\frac{C^*}{N},
$$

where $C^*$ is the solubility at the outer surface.

Growth is planar and isothermal, and $N$ is uniform. The coordinate $x$ is fixed in the oxide, with $x=0$ at its outer surface. New oxide is added at $x=X(t)$, so oxide already formed is at rest in this coordinate. For $0<x<X$,

$$
C_t=DC_{xx},\qquad C(0,t)=C^*,\qquad C(X,t)=0 .
$$

The last condition expresses an infinitely fast reaction.

In time $dt$ the interface advances by $X'dt$. The arriving flux must supply the built-in oxidant, $NX'dt$ per unit area, and the dissolved oxidant left in the new layer, $C(X,t)X'dt$. The second amount vanishes because $C(X,t)=0$. Hence

$$
NX'=-DC_x(X,t). \tag{1}
$$

Oxide takes up more volume than the substrate it replaces, so the film moves relative to the substrate. If it moves rigidly by $s(t)$, the substrate coordinate is $z=x+s(t)$. Writing $c(z,t)=C(z-s,t)$, the chain rule gives $c_t=C_t-s'C_x$, and therefore

$$
c_t+s'c_z=Dc_{zz}.
$$

The advection term belongs to the substrate coordinate. It is absent in the oxide coordinate, and the growth is the same in both.

## The quasi-steady law

If $C_t$ is dropped, $C_{xx}=0$. The straight line that meets both boundary values is $C=C^*(1-x/X)$, with slope $-C^*/X$. Equation (1) becomes

$$
NX'=\frac{DC^*}{X},\qquad \frac{d(X^2)}{dt}=2XX'=\frac{2DC^*}{N}.
$$

For $X(0)=0$ this integrates to

$$
X^2=Bt,\qquad B=\frac{2DC^*}{N}=2D\varepsilon . \tag{2}
$$

A film of thickness $X$ adjusts its concentration in a time of order $X^2/D$, whereas it takes $X^2/B$ to grow. The ratio of these times is $B/D=2\varepsilon$. This suggests an error of order $\varepsilon$, but does not give its coefficient.

## The exact similarity solution

A film that starts from zero thickness has no initial length scale. We therefore seek

$$
C=C^*g(\eta),\qquad \eta=\frac{x}{2\sqrt{Dt}} .
$$

Since $\eta_t=-\eta/(2t)$ and $\eta_x=1/(2\sqrt{Dt})$,

$$
C_t=-C^*\frac{\eta}{2t}g',\qquad DC_{xx}=C^*\frac{g''}{4t}.
$$

Equating them gives $g''=-2\eta g'$. One integration gives $g'\propto e^{-\eta^2}$, and a second gives a constant plus a multiple of $\operatorname{erf}\eta$.

The interface must lie at a fixed value $\eta=\lambda$, where $g=0$. Thus $X=2\lambda\sqrt{Dt}$. With $g(0)=1$,

$$
C=C^*\left[1-\frac{\operatorname{erf}\eta}{\operatorname{erf}\lambda}\right]. \tag{3}
$$

The derivative of $\operatorname{erf}\eta$ is $(2/\sqrt\pi)e^{-\eta^2}$, so the inward flux is

$$
-DC_x=\frac{C^*\sqrt D\,e^{-\eta^2}}{\sqrt{\pi t}\,\operatorname{erf}\lambda}. \tag{4}
$$

At the interface this must equal $NX'=N\lambda\sqrt{D/t}$. Cancelling $\sqrt{D/t}$ and rearranging,

$$
\sqrt\pi\,\lambda e^{\lambda^2}\operatorname{erf}\lambda=\varepsilon . \tag{5}
$$

The exact growth is also parabolic, $X^2=B_{\rm ex}t$ with $B_{\rm ex}=4\lambda^2D$. The quasi-steady approximation has the right power of time and a slightly wrong constant.

## Expansion for small solubility

To expand (5), define

$$
G(\lambda)=e^{\lambda^2}\int_0^\lambda e^{-s^2}ds .
$$

The left side of (5) is $2\lambda G$, because the integral is $\tfrac12\sqrt\pi\operatorname{erf}\lambda$. Differentiation gives $G'=1+2\lambda G$. Insert $G=\sum_{n\ge0}a_n\lambda^{2n+1}$. The constant term gives $a_0=1$, and the coefficient of $\lambda^{2n}$ gives $(2n+1)a_n=2a_{n-1}$. Hence $a_n=2^n/(2n+1)!!$, where $(2n+1)!!=1\cdot3\cdot5\cdots(2n+1)$.

With $y=2\lambda^2$, equation (5) becomes

$$
\varepsilon=y\left(1+\frac y3+\frac{y^2}{15}+\cdots\right). \tag{6}
$$

All coefficients are positive. The right side therefore rises steadily from zero to infinity, and there is one positive root for each $\varepsilon>0$.

Now put $y=\varepsilon+b\varepsilon^2+c\varepsilon^3+\cdots$ into (6). The coefficients of $\varepsilon^2$ and $\varepsilon^3$ must vanish:

$$
b+\frac13=0,\qquad c+\frac{2b}{3}+\frac1{15}=0 .
$$

Thus $b=-1/3$ and $c=2/9-1/15=7/45$. Since $B_{\rm ex}/B=4\lambda^2D/(2D\varepsilon)=y/\varepsilon$,

$$
\boxed{\frac{B_{\rm ex}}B=1-\frac{\varepsilon}{3}+\frac{7\varepsilon^2}{45}+O(\varepsilon^3)} \tag{7}
$$

At equal time the thickness ratio is the square root of (7), or $1-\varepsilon/6+O(\varepsilon^2)$. The quasi-steady law overestimates the parabolic constant by a relative amount $\varepsilon/3$ and the thickness by $\varepsilon/6$, to leading order.

## The error is stored oxidant

The coefficient $1/3$ can be found without the error function. Let $u=x/X$ and define the dimensionless first moment

$$
m=\int_0^1u\,\frac{C}{C^*}\,du,\qquad
\int_0^XxC\,dx=C^*X^2m .
$$

Differentiate the second integral in time. The moving upper limit contributes $X'XC(X,t)=0$. Using the diffusion equation and integrating by parts,

$$
\begin{aligned}
\frac{d}{dt}\int_0^XxC\,dx
&=D\int_0^XxC_{xx}\,dx\\
&=DXC_x(X,t)-D\int_0^XC_x\,dx\\
&=-NXX'+DC^* .
\end{aligned}
$$

The last line uses (1) and $C(X,t)-C(0,t)=-C^*$. Integrate from an initial thickness $X_0$ with moment $m_0$, and multiply by $2/N$:

$$
X^2(1+2m\varepsilon)=X_0^2(1+2m_0\varepsilon)+Bt . \tag{8}
$$

This holds for any initial concentration profile in the model. The terms in $m$ are the storage that the quasi-steady law omits.

For similarity growth from $X_0=0$, $m$ is constant and

$$
B_{\rm ex}=\frac{B}{1+2m\varepsilon}. \tag{9}
$$

As $\varepsilon\to0$ the profile tends to $1-u$, so $m\to\int_0^1u(1-u)\,du=1/6$. This recovers the error $\varepsilon/3$.

Equation (9) also gives a bound for every $\varepsilon>0$. The scaled profile is $f(u)=1-\operatorname{erf}(\lambda u)/\operatorname{erf}\lambda$, and

$$
f''(u)=\frac{4\lambda^3u\,e^{-\lambda^2u^2}}{\sqrt\pi\,\operatorname{erf}\lambda}>0\qquad(u>0).
$$

A convex curve lies below the straight line joining its ends. Thus $f<1-u$ inside the film, and $0<2m<1/3$. It follows that

$$
0<1-\frac{B_{\rm ex}}B=\frac{2m\varepsilon}{1+2m\varepsilon}<\frac\varepsilon3 . \tag{10}
$$

Storage appears in the flux too. By (4), the flux entering at $\eta=0$ exceeds the flux consumed at $\eta=\lambda$ by the factor $e^{\lambda^2}=1+\varepsilon/2+O(\varepsilon^2)$. The extra $\varepsilon/2$ fills the new thickness: a nearly linear profile holds $C^*X/2$ dissolved molecules per unit area, against $NX$ built in.

## When the solubility is not small

Solving (5) numerically gives $B_{\rm ex}/B=0.9967$ at $\varepsilon=0.01$, $0.968$ at $\varepsilon=0.1$ and $0.769$ at $\varepsilon=1$. The quasi-steady constant is thus still within a few per cent at $\varepsilon=0.1$, but clearly wrong at $\varepsilon=1$.

In the opposite limit, $\varepsilon\to\infty$, the logarithm of (5) is

$$
\lambda^2+\ln\lambda+\ln\sqrt\pi+\ln\operatorname{erf}\lambda=\ln\varepsilon .
$$

The first term on the left dominates, so $\lambda^2\sim\ln\varepsilon$ and $B_{\rm ex}\sim4D\ln\varepsilon$. The approach is slow: $\lambda^2/\ln\varepsilon$ is 0.74 at $\varepsilon=10^2$ and still only 0.89 at $\varepsilon=10^8$. The quasi-steady constant $2D\varepsilon$ is then far too large. This is a limit of the equations; an oxide holding more dissolved than built-in oxidant would strain the assumption of constant $D$.

## A film that starts without dissolved oxidant

Suppose a film of thickness $X_0$ is nearly empty when the gas is admitted. While its thickness has hardly changed, departures from the linear profile are sums of $\sin(n\pi u)\exp(-n^2\pi^2Dt/X_0^2)$. After one diffusion time, $t=X_0^2/D$, the slowest has fallen to a fraction $e^{-\pi^2}\approx5\times10^{-5}$ of its initial size.

Equation (8) gives the growth in that time. Set $m_0\approx0$, $m\approx1/6$ and $Bt=2\varepsilon X_0^2$. To first order,

$$
\frac{X^2}{X_0^2}\approx1+2\varepsilon-\frac\varepsilon3,\qquad
\frac{X-X_0}{X_0}\approx\frac{5\varepsilon}{6}.
$$

For small $\varepsilon$, the concentration profile therefore forgets its initial form before the film has grown appreciably.

A numerical solution shows this at $\varepsilon=0.05$. The diffusion equation was written in $u=x/X(t)$, discretized by Chebyshev collocation and integrated in time by an implicit method, starting from $C/C^*=(1-u)^8$. After one diffusion time the film had grown by 4.1%, close to the estimate $5\varepsilon/6=4.2\%$. The product $XX'$ was then within about $10^{-4}$, relative, of its similarity value.

## Diffusivity that depends on concentration

Let $D$ now depend on $C$. The diffusion equation becomes $C_t=(DC_x)_x$, and the flux in (1) uses $D$ at the interface. In the derivation of (8), the second integral by parts is now

$$
-\int_0^XD(C)C_x\,dx=\int_0^{C^*}D(C)\,dC .
$$

This replaces $DC^*$, so $B=(2/N)\int_0^{C^*}D\,dC$. Equations (8) and (9) keep their form.

Take $D=D_sC/C^*$, with $D_s$ the value at the outer surface. Then $B=D_sC^*/N$, half the value for a constant diffusivity $D_s$. The quasi-steady flux is uniform, so $ff'$ is constant, $f^2$ is linear in $u$, and $f=\sqrt{1-u}$. At the interface $D$ vanishes and the slope diverges; the flux in (1) is the finite limit of their product. With $v=1-u$,

$$
m=\int_0^1(1-v)v^{1/2}\,dv=\frac23-\frac25=\frac4{15}.
$$

The leading relative error is $2m\varepsilon=8\varepsilon/15$. It is larger than $\varepsilon/3$ because this profile holds more oxidant deep in the film, but it is still of order $\varepsilon$.

## Worked example: a micrometre of oxide

Take $D=6\times10^{-10}\ \mathrm{cm^2/s}$, $C^*=3\times10^{19}\ \mathrm{cm^{-3}}$, $N=4.4\times10^{22}\ \mathrm{cm^{-3}}$ and a growth time of 4 h. These are round model values in the rough range of wet oxidation of silicon near 1000 °C. Then

$$
\varepsilon=\frac{3\times10^{19}}{4.4\times10^{22}}=6.818\times10^{-4}.
$$

The quasi-steady constant is

$$
B=2(6\times10^{-10})(6.818\times10^{-4})\ \mathrm{cm^2/s}
=0.2945\ \mathrm{\mu m^2/h},
$$

and the thickness is $\sqrt{0.2945\times4}\ \mathrm{\mu m}\approx1085$ nm.

The numerical root of (5) is $\lambda=0.01846$. It gives $1-B_{\rm ex}/B=2.27\times10^{-4}$, in line with $\varepsilon/3$. The relative thickness error is half as large, $1.14\times10^{-4}$, so the exact film is thinner by

$$
1085\ \mathrm{nm}\times1.14\times10^{-4}\approx0.12\ \mathrm{nm}.
$$

This is an atomic distance, below the scale on which a continuum interface has a clear meaning.

Integrating (3) over the film gives $1.63\times10^{15}\ \mathrm{cm^{-2}}$ dissolved molecules, against $4.78\times10^{18}\ \mathrm{cm^{-2}}$ built in. Their ratio is $3.4\times10^{-4}=\varepsilon/2$. The diffusion time $X^2/D$ is about 20 s, much shorter than the 4 h of growth.

For dry oxidation, rough values are $C^*=5\times10^{16}\ \mathrm{cm^{-3}}$ and $N=2.2\times10^{22}\ \mathrm{cm^{-3}}$. Then $\varepsilon=2.3\times10^{-6}$, and the relative error of $B$ is $7.6\times10^{-7}$.

## What matters more in a furnace

One assumption that real oxidation breaks visibly is $C(X,t)=0$. Let the reaction consume a flux $kC_i$, where $C_i$ is the concentration at the interface. In the quasi-steady approximation,

$$
\frac{D(C^*-C_i)}X=kC_i=NX' .
$$

The first equality gives $C_i=C^*/(1+kX/D)$. Substituting this in the second and multiplying by $2(D/k+X)/N$,

$$
\left(2X+\frac{2D}{k}\right)X'=\frac{2DC^*}{N}.
$$

Integration from $X=0$ gives the linear-parabolic law

$$
X^2+AX=Bt,\qquad A=\frac{2D}{k}. \tag{11}
$$

With the rough value $k=6\times10^{-5}\ \mathrm{cm/s}$, $A=200$ nm. At the same $B$ and time, the positive root is

$$
X=-\frac A2+\sqrt{\frac{A^2}{4}+Bt}\approx990\ \mathrm{nm}.
$$

This is 8.8% below the thickness for an infinitely fast reaction. The interface concentration is still 9% of $C^*$ after 4 h. Finite reaction speed therefore matters hundreds of times more than storage in this example.

Furnace control sets another scale. If $B$ has an activation energy of 0.8 eV, a rough value for the wet process, a rise of 1 K at 1273 K increases it by 0.57%. A temperature error of 0.04 K then changes $B$ as much as storage does. If $C^*$ is proportional to pressure, 1 Torr in 760 Torr changes $B$ by 0.13%, also more than the 0.023% due to storage.

Wet oxidation of silicon near 1000 °C does produce films of about a micrometre in a few hours, so the example has the right scale. Water can also react with the oxide network, which may make its effective diffusivity depend on concentration. If $D$ were proportional to $C$, with the surface value held fixed, $B$ would fall by half. If $D_s$ were instead chosen to keep $B$ fixed, the storage error would change from $\varepsilon/3$ to $8\varepsilon/15$, which is still below 0.04% here.

For these parameters, a measured thickness that differs from $\sqrt{Bt}$ by much more than 0.01% cannot owe the difference to the quasi-steady treatment of constant-$D$ diffusion. The cause must be another assumption, or an error in the parameters or the measurement. Of the effects estimated here at fixed $B$, the finite reaction rate is the largest.
